# The Molecular Virial Theorem and a Morse Analysis of H2, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its conditions

### A hydrogen atom of adjustable size

Take one electron and a fixed proton, in Hartree atomic units, and give the electron the normalized wavefunction

$$\psi_s(r)=\sqrt{\frac{s^3}{\pi}}\,e^{-sr},\qquad s>0 .$$

A larger $s$ means a smaller atom. Since $|\nabla\psi_s|^2=s^2\psi_s^2$, the mean kinetic energy is

$$T(s)=\frac12\int|\nabla\psi_s|^2\,d^3r=\frac{s^2}{2}.$$

The mean potential energy is

$$V(s)=-\int\frac{\psi_s^2}{r}\,d^3r=-4s^3\int_0^\infty r\,e^{-2sr}\,dr=-4s^3\,\frac{1}{4s^2}=-s .$$

Kinetic energy grows as the square of the inverse size, and Coulomb energy as its first power. The total $s^2/2-s$ is stationary where $s-1=0$. There $T=1/2$, $V=-1$ and $E=-1/2$, so that

$$2T+V=0,\qquad T=-E,\qquad V=2E .$$

The relation $2T+V=0$ comes from the two powers of $s$ and the stationary energy; the exponential shape fixes the numbers but not the relation.

Now put a second proton at a fixed distance $R$ from the first. Shrinking the electron cloud no longer shrinks the whole system, because $R$ stays where it is. The balance between $T$ and $V$ must then contain a term that records how the energy responds to $R$. The derivation below finds that term.

### The molecule and its energies

Consider a diatomic molecule with $N$ electrons and nuclear charges $Z_A$ and $Z_B$. The nuclei are clamped at $-\tfrac12R\,\mathbf e$ and $+\tfrac12R\,\mathbf e$, where $\mathbf e$ is a unit vector along the $z$ axis. The treatment is nonrelativistic, with Coulomb forces and no external field. The Hamiltonian is

$$H(R)=-\frac12\sum_{i=1}^N\nabla_i^2+V(\mathbf r;R),$$

where $\mathbf r$ stands for all electron positions and

$$V(\mathbf r;R)=-\sum_i\left[\frac{Z_A}{|\mathbf r_i+\frac12R\mathbf e|}+\frac{Z_B}{|\mathbf r_i-\frac12R\mathbf e|}\right]+\sum_{i<j}\frac{1}{|\mathbf r_i-\mathbf r_j|}+\frac{Z_AZ_B}{R}.$$

The nuclear repulsion is part of $V$. Let $\psi$ be a normalized bound eigenfunction of $H(R)$ with eigenvalue $E(R)$. It is assumed that $\psi$ can be followed smoothly as $R$ changes. With $T$ and $V$ denoting mean values in this state,

$$E=T+V. \tag{1}$$

$T$ contains electronic motion alone, since the nuclei are at rest. The symbol $V(\mathbf r;R)$, with its arguments written out, is the potential function; $V$ alone is its mean.

### Scaling the electron coordinates

Stretch or compress the electron cloud while the nuclei stay fixed:

$$\psi_s(\mathbf r)=s^{3N/2}\,\psi(s\mathbf r).$$

Spin variables are untouched. The prefactor preserves the norm: with $\mathbf y=s\mathbf r$ we have $d^{3N}r=s^{-3N}d^{3N}y$, and so

$$\int|\psi_s(\mathbf r)|^2d^{3N}r=s^{3N}s^{-3N}\int|\psi(\mathbf y)|^2d^{3N}y=1 .$$

Each gradient brings out one factor $s$, since $\nabla_i\psi_s(\mathbf r)=s^{3N/2}\,s\,(\nabla_i\psi)(s\mathbf r)$. The kinetic energy contains the gradient squared, so its mean becomes $s^2T$.

For the potential, the same change of variable gives

$$\langle\psi_s|V(\mathbf r;R)|\psi_s\rangle=\int|\psi(\mathbf y)|^2\,V(\mathbf y/s;R)\,d^{3N}y .$$

Every term of the potential is an inverse distance. If all lengths are multiplied by $\lambda$, including $R$, the potential is therefore multiplied by $1/\lambda$:

$$V(\lambda\mathbf r;\lambda R)=\lambda^{-1}V(\mathbf r;R).$$

Write $R=(1/s)(sR)$ and use this rule with $\lambda=1/s$:

$$V(\mathbf y/s;R)=s\,V(\mathbf y;sR).$$

Define the frozen-state potential

$$v(\rho)=\langle\psi|V(\mathbf r;\rho)|\psi\rangle ,$$

in which the wavefunction remains the eigenfunction belonging to $R$ while the nuclei are placed at distance $\rho$. Then $v(R)=V$, and the mean energy of the scaled function is

$$W(s)=s^2T+s\,v(sR). \tag{2}$$

Compressing the electrons by a factor $s$ around fixed nuclei is thus equivalent, apart from the powers of $s$, to leaving the electrons alone and moving the nuclei apart.

### The stationary energy

At $s=1$ the scaled function is the eigenfunction itself. For real $s$,

$$\frac{dW}{ds}\bigg|_{1}=2\,\mathrm{Re}\,\langle\partial_s\psi_s|H|\psi\rangle=2E\,\mathrm{Re}\,\langle\partial_s\psi_s|\psi\rangle=E\,\frac{d}{ds}\langle\psi_s|\psi_s\rangle\bigg|_1=0 .$$

The second equality uses $H\psi=E\psi$, and the last uses the constant norm. The argument needs an eigenstate but not a ground state. Differentiating (2) with the product and chain rules gives

$$\frac{dW}{ds}=2sT+v(sR)+sR\,v'(sR),$$

and at $s=1$

$$2T+V+R\,v'(R)=0. \tag{3}$$

### The force on the nuclei

It remains to identify $v'(R)$. Because $\psi$ is frozen in the definition of $v$,

$$v'(R)=\left\langle\psi\left|\frac{\partial V(\mathbf r;R)}{\partial R}\right|\psi\right\rangle .$$

This is the quantity in the Hellmann–Feynman theorem. To see this, differentiate $E(R)=\langle\psi_R|H(R)|\psi_R\rangle$, letting the wavefunction follow the nuclei. The kinetic operator does not contain $R$, so

$$\frac{dE}{dR}=2\,\mathrm{Re}\,\langle\partial_R\psi_R|H|\psi_R\rangle+\left\langle\frac{\partial V}{\partial R}\right\rangle
=E\,\frac{d}{dR}\langle\psi_R|\psi_R\rangle+\left\langle\frac{\partial V}{\partial R}\right\rangle .$$

The norm is constant, which leaves $dE/dR=v'(R)$. The relaxation of the wavefunction does not contribute to the first derivative. Near a nucleus $\partial V/\partial R$ diverges as the inverse square of the distance, but the volume element supplies the square of the distance, and the mean value is finite.

The case of $\mathrm{H}_2^+$ shows the force explicitly. Let $r_a$ and $r_b$ be the distances of the electron from the nuclei at $z=-R/2$ and $z=+R/2$. From $r_a=|\mathbf r+\frac12R\mathbf e|$ follows $\partial r_a/\partial R=(z+\frac12R)/(2r_a)$, and similarly $\partial r_b/\partial R=(\frac12R-z)/(2r_b)$. Hence

$$\frac{\partial V(\mathbf r;R)}{\partial R}=\frac{\frac12R+z}{2r_a^3}+\frac{\frac12R-z}{2r_b^3}-\frac1{R^2}.$$

An electron between the nuclei makes both of the first two terms positive: the energy rises on separation, and the electron draws the nuclei together. An electron on the axis beyond the right-hand nucleus contributes $\frac12(r_a^{-2}-r_b^{-2})$. This is negative because $r_b<r_a$: the electron pulls the near nucleus outward more strongly than the far one inward.

### The virial theorem

Insert $v'(R)=dE/dR$ in (3):

$$2T+V=-R\,\frac{dE}{dR}. \tag{4}$$

Replacing $V$ by $E-T$ gives $T+E=-R\,dE/dR$. Subtracting the resulting $T$ from $E$ gives $V$:

$$\boxed{\;T=-E-R\frac{dE}{dR},\qquad V=2E+R\frac{dE}{dR}\;} \tag{5}$$

The added term has a mechanical meaning. The internal force along a nuclear separation is $-dE/dR$, so clamping the nuclei requires external forces $+\mathbf e\,dE/dR$ on the right-hand nucleus and $-\mathbf e\,dE/dR$ on the left-hand one. Their virial, the sum of position times force, is

$$\frac R2\frac{dE}{dR}+\left(-\frac R2\right)\left(-\frac{dE}{dR}\right)=R\frac{dE}{dR}.$$

At a stationary point of the curve no clamp is needed, and the atomic relation $2T+V=0$ returns.

Some numbers for the $\mathrm{H}_2^+$ ground state show the size of the terms. The wavefunction was expanded in 14 Laguerre and 8 even Legendre functions of prolate spheroidal coordinates, and slopes were taken by central differences of the energy. At $R=1$ bohr, $E=-0.4518$ hartree and $dE/dR=-0.5210$ hartree/bohr, so (5) gives

$$T=0.4518+0.5210=0.9728\ \text{hartree}.$$

The mean value of the kinetic operator in the same wavefunction is 0.9727 hartree when rounded from its six computed decimals; the last digit differs because the inputs above were rounded first. The frozen-state mean of $\partial V/\partial R$, found by a quadrature that resolves the singularity at the nuclei, is $-0.5210$ hartree/bohr, equal to the slope. At $R=4$ bohr the slope is $+0.0270$ and $E=-0.5461$, so $T=0.5461-0.1080=0.4381$ hartree, which agrees with the direct mean. This is below the 0.5 hartree of a free hydrogen atom.

### The two ends of the curve

As $R\to\infty$, let $E\to E_\infty$ and $R\,dE/dR\to0$. Then $T_\infty=-E_\infty$ and $V_\infty=2E_\infty$. Denote changes from the separated fragments by $\Delta$. Subtracting these limits from (5) gives

$$\Delta T=-\Delta E-R\frac{d\Delta E}{dR},\qquad \Delta V=2\Delta E+R\frac{d\Delta E}{dR}. \tag{6}$$

At an equilibrium distance with well depth $D$, where $\Delta E=-D$, this means $\Delta T=+D$ and $\Delta V=-2D$. The molecule has more kinetic energy than its fragments by the full well depth.

An attractive tail $\Delta E=-C/R^n$ with $C>0$ has $R\,d\Delta E/dR=nC/R^n$. Therefore

$$\Delta T=-(n-1)\frac C{R^n},\qquad \Delta V=(n-2)\frac C{R^n}. \tag{7}$$

For $n=6$, the power of the leading dispersion energy, the kinetic energy falls by $5C/R^6$ and the potential energy rises by $4C/R^6$. For two opposite unit charges, $n=1$ and $C=1$, the kinetic change vanishes at this order and the attraction is potential energy.

At the other end, separate the nuclear repulsion: $E=Z_AZ_B/R+E_{\rm el}$. In the formula for $T$ it contributes

$$-\frac{Z_AZ_B}{R}-R\left(-\frac{Z_AZ_B}{R^2}\right)=0,$$

and $T=-E_{\rm el}-R\,dE_{\rm el}/dR$ remains. If $R\,dE_{\rm el}/dR\to0$ as $R\to0$, $T$ tends to minus the energy of the united atom, which is helium for $\mathrm{H}_2$. In $V$ the repulsion leaves $2Z_AZ_B/R-Z_AZ_B/R=Z_AZ_B/R$, so $V\to+\infty$.

### Approximate wavefunctions

The derivation used an eigenfunction. A trial function built on atom-centred basis functions need not obey (5), and its failure can be expressed exactly. Let $\Phi(\mathbf y;\rho,\mathbf c)$ be the normalized trial function for nuclei at distance $\rho$, with coefficients $\mathbf c$. Change the length scale of all its basis functions by a factor $1/\eta$, keeping them centred on nuclei at distance $R$:

$$\phi(\mathbf r)=\eta^{3N/2}\,\Phi(\eta\mathbf r;\eta R,\mathbf c).$$

For Gaussian functions this multiplies all exponents by $\eta^2$. If $t(\rho,\mathbf c)$ and $v(\rho,\mathbf c)$ are the kinetic and potential means in $\Phi$ with nuclei at $\rho$, the scaling rules give

$$W(\eta,R,\mathbf c)=\eta^2t(\eta R,\mathbf c)+\eta\,v(\eta R,\mathbf c).$$

With a subscript $\rho$ for the derivative with respect to the first argument,

$$\frac{\partial W}{\partial\eta}=2\eta t+v+R(\eta^2t_\rho+\eta v_\rho),\qquad
\frac{\partial W}{\partial R}=\eta(\eta^2t_\rho+\eta v_\rho).$$

Multiply the first by $\eta$ and use the second. Since $T=\eta^2t$ and $V=\eta v$,

$$\eta\frac{\partial W}{\partial\eta}=2T+V+R\frac{\partial W}{\partial R}. \tag{8}$$

When $\mathbf c$ is optimized and $\eta$ is either optimized or held fixed, $\partial W/\partial R$ equals the slope $dE/dR$ of the computed curve. The virial residual $T+E+R\,dE/dR$ is then $\eta\,\partial W/\partial\eta$, the remaining slope of the energy with respect to $\ln\eta$. It vanishes when the scale is optimized, whatever the quality of the function in other respects. A zero residual therefore does not establish an accurate wavefunction.

For $\mathrm{H}_2$ at $R=2$ bohr, full configuration interaction in the small 6-31G basis has a residual of $+0.0165$ hartree. The positive sign says that the energy falls if $\eta$ is reduced. Numerical minimization gives $\eta=0.855$, and the residual then drops below $10^{-6}$ hartree.

### The kinetic energy needed for binding

Equation (5) can be integrated. By the product rule, $d(RE)/dR=E+R\,dE/dR=-T$. Measured from the fragments, this reads

$$\frac{d}{dR}(R\Delta E)=-\Delta T .$$

Integrate from $R$ to infinity and assume $R\Delta E\to0$ there:

$$\Delta E(R)=\frac1R\int_R^\infty\Delta T(R')\,dR'. \tag{9}$$

If the molecule is bound at $R$, the left side is negative, so $\Delta T$ must be negative somewhere at larger distance. The assumption fails for the pair of opposite charges, where $R\Delta E\to-1$ and binding occurs with $\Delta T=0$ at leading order. Equation (9) is an energy balance; it does not by itself name a cause of bonding.

## Second half: kinetic and potential curves from a Morse fit

### Symbols and results carried over

$E(R)$ is the clamped-nuclei energy of the molecule, nuclear repulsion included; $T$ is the mean electronic kinetic energy and $V$ the mean of all Coulomb terms. $E_\infty$ is the energy of the separated atoms, and $\Delta$ denotes a change from them, with $T_\infty=-E_\infty$ and $V_\infty=2E_\infty$. For an eigenstate,

$$T=-E-R\frac{dE}{dR},\qquad V=2E+R\frac{dE}{dR}. \tag{10}$$

In a finite atom-centred basis with variationally optimized coefficients, the residual $T+E+R\,dE/dR$ equals $\eta\,\partial E/\partial\eta$ at fixed $R$, where the lengths of all basis functions are divided by a common factor $\eta$, so that a larger $\eta$ means more compact functions. It vanishes when that scale is optimized. Atomic units are used throughout.

Equation (10) turns an energy curve into two further curves without a wavefunction. An analytic model of $E(R)$ then gives analytic models of $T(R)$ and $V(R)$, with an accuracy that has to be examined separately.

The virial theorem for clamped nuclei now gives $T(R)$ and $V(R)$ from the energy curve and its slope, and the virial residual shows how far a computed wavefunction departs from it through an unoptimized length scale. It remains to apply the theorem to a Morse curve fitted to $\mathrm{H}_2$ energies and to examine how accurate the resulting kinetic and potential curves are.
